**Marker velocities in a diffusion couple: where z/(2t) fails**

For a couple that starts as a composition step, the program examines the relation v = (z − z0 ∂z/∂z0)/(2t), where z0 is a marker's initial position, z its position at time t and v its velocity. It solves the diffusion equation in ordinary space and time, carries markers through the computed lattice velocity field, and asserts that the relation holds to within 0.1 µm in 2tv; the largest error printed is 0.017 µm. It also asserts that z/(2t) is too large for every sampled marker with z0 > 0, and too small for every one with z0 < 0, at all stored times after the start. Further assertions cover the scaling of trajectories, the zinc balance beyond a moving marker, agreement with a separate similarity solution, and the power law by which markers approach the Kirkendall plane. The output shows that z/(2t) is 5.08 times the true velocity for the marker released at +100 µm, and has the wrong sign for the one released at −100 µm. The closing lines size neglected effects from rough inputs; the figures for pores and for plane creation in three directions are scale estimates.

## Verification by program

```python
"""
Result under test: in a diffusion couple that starts as a composition step,
a lattice marker released at z0 and now at z moves with
    v = (z - z0 * dz/dz0) / (2 t),
so v = z/(2t) fails for every marker with z0 different from zero.
N: fraction of component B (zinc); D_A, D_B: intrinsic diffusivities;
x, z: position from the original contact plane; t: time;
lam = x/sqrt(t); f(lam) = sqrt(t)*v; u = z - z0: displacement.
Lengths are in um and times in s unless a label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, cumulative_trapezoid, quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import erf

D_A, D_B = 0.2, 0.5
N_right = 0.3
t_end = 1.0e5

# ---------- direct solution in ordinary space and time ----------
half_length, dx = 1600.0, 2.0
cells = int(round(2 * half_length / dx))
faces = np.linspace(-half_length, half_length, cells + 1)
centres = 0.5 * (faces[1:] + faces[:-1])
steps = 800
root_t = np.linspace(0.0, np.sqrt(t_end), steps + 1)
times = root_t**2
times[-1] = t_end


def diffusion_rate(t, N):
    N_face = 0.5 * (N[1:] + N[:-1])
    D_mix = (1 - N_face) * D_B + N_face * D_A
    flow = np.zeros(cells + 1)
    flow[1:-1] = D_mix * np.diff(N) / dx
    return np.diff(flow) / dx


start = np.where(centres > 0, N_right, 0.0)
pde = solve_ivp(diffusion_rate, (0.0, t_end), start, method="LSODA",
                t_eval=times, lband=1, uband=1, rtol=1e-7, atol=1e-10)
assert pde.success
N_field = pde.y.T


def gradient_at(k, z):
    gradient = np.zeros(cells + 1)
    gradient[1:-1] = np.diff(N_field[k]) / dx
    return np.interp(z, faces, gradient)


# Each marker has two neighbours so that dz/dz0 can be measured.
z0 = np.array([-400., -200., -100., -50., -10., 0.,
               10., 50., 100., 200., 400., 1200.])
spacing = 5.0
count = len(z0)
all_z0 = np.concatenate([z0, z0 - spacing, z0 + spacing])
path = np.zeros((steps + 1, len(all_z0)))
path[0] = all_z0
d_root = root_t[1] - root_t[0]
for k in range(steps):
    rate_1 = 2 * root_t[k] * (D_B - D_A) * gradient_at(k, path[k])
    guess = path[k] + d_root * rate_1
    rate_2 = 2 * root_t[k + 1] * (D_B - D_A) * gradient_at(k + 1, guess)
    path[k + 1] = path[k] + 0.5 * d_root * (rate_1 + rate_2)
marker_gradient = np.array([gradient_at(k, path[k, :count])
                            for k in range(steps + 1)])
marker_v = (D_B - D_A) * marker_gradient
z = path[-1, :count]
u = z - z0
v = marker_v[-1]
stretch = (path[-1, 2 * count:] - path[-1, count:2 * count]) / (2 * spacing)
off = z0 != 0
i_contact = int(np.where(z0 == 0)[0][0])
i_plus = int(np.where(z0 == 100)[0][0])
i_minus = int(np.where(z0 == -100)[0][0])
i_fifty = int(np.where(z0 == 50)[0][0])

# Corrected relation against the velocity field; tolerance in um covers
# the 2 um grid and the finite spacing of neighbouring markers.
relation_error = np.abs(2 * t_end * v - (z - z0 * stretch))
assert relation_error.max() < 0.1
assert np.all(stretch > 0)

# The short formula errs at every stored time, with the predicted sign.
naive_history = path[1:, :count] / (2 * times[1:, None])
excess = (naive_history - marker_v[1:]) * np.sign(z0)
assert np.all(excess[:, off] > 0)
assert abs(z[i_contact] - 2 * t_end * v[i_contact]) < 0.1

# Displacement in place of position also fails for these markers.
near = off & (np.abs(z0) <= 400)
assert np.all(v[near] > u[near] / (2 * t_end))

# Doubling distance and quadrupling time must double the position.
assert abs(2 * path[steps // 2, i_fifty] - z[i_plus]) < 0.03

# Zinc beyond a moving marker changes only by the intrinsic zinc flux.
amount_right = np.append(np.cumsum(N_field[-1][::-1])[::-1] * dx, 0.0)
amount_change = (np.interp(z[i_plus], faces, amount_right)
                 - N_right * (half_length - z0[i_plus]))
crossing = -D_B * marker_gradient[:, i_plus] * 2 * root_t
crossed = np.sum(0.5 * (crossing[1:] + crossing[:-1])) * d_root
assert abs(amount_change - crossed) < 0.05


# ---------- similarity solution ----------
def similarity(rise):
    """Profile if both diffusivities grow by 'rise' from N=0 to N_right."""
    lam = np.linspace(-10, 10, 8001)
    N = 0.5 * N_right * (1 + erf(lam / 1.4))
    change = 1.0
    for _ in range(400):
        factor = rise ** (N / N_right - 0.5)
        D_mix = factor * ((1 - N) * D_B + N * D_A)
        exponent = cumulative_trapezoid(lam / (2 * D_mix), lam, initial=0)
        exponent -= exponent[len(lam) // 2]
        shape = np.exp(-exponent) / D_mix
        total = cumulative_trapezoid(shape, lam, initial=0)
        N_new = N_right * total / total[-1]
        change = np.max(np.abs(N_new - N))
        N = 0.5 * (N + N_new)
        if change < 1e-10:
            break
    assert change < 1e-10
    factor = rise ** (N / N_right - 0.5)
    speed = factor * (D_B - D_A) * N_right * shape / total[-1]
    spline = CubicSpline(lam, speed)

    def f(value):
        inside = np.abs(value) < 10
        return np.where(inside, spline(np.clip(value, -10, 10)), 0.0)
    return lam, N, f


def fixed_point(f):
    return brentq(lambda s: float(f(s)) - s / 2, -5, 5, xtol=1e-13)


def follow(f, release, last_time, event=None):
    """Marker path in log time, from before diffusion reaches it."""
    first = 2 * np.log(abs(release) / 100)
    return solve_ivp(lambda s, y: np.exp(s / 2) * f(y * np.exp(-s / 2)),
                     (first, np.log(last_time)), [release], max_step=0.1,
                     rtol=1e-9, atol=1e-12, dense_output=True, events=event)


lam, N_sim, f_main = similarity(1.0)
lam_K = fixed_point(f_main)
N_compare = np.interp(centres / np.sqrt(t_end), lam, N_sim)
assert np.max(np.abs(N_compare - N_field[-1])) < 1e-4
assert abs(lam_K * np.sqrt(t_end) - z[i_contact]) < 0.1
assert abs(follow(f_main, 100.0, t_end).y[0, -1] - z[i_plus]) < 0.05


# Time at which the short formula is only 10 percent too large.
def ten_percent(s, y):
    scaled = y[0] * np.exp(-s / 2)
    return scaled / 2 - 1.1 * float(f_main(scaled))


wait = {}
for release in (50.0, 100.0):
    hit = follow(f_main, release, 1e10, ten_percent).t_events[0]
    assert len(hit) == 1
    wait[release] = np.exp(hit[0])
assert abs(wait[100.0] / wait[50.0] - 4) < 0.01


# Approach to the contact-marker law, on a profile with a marked slope.
def f_slope(s):
    return 0.3 * np.exp(-(s - 1)**2)


fixed = fixed_point(f_slope)
slope = (f_slope(fixed + 1e-5) - f_slope(fixed - 1e-5)) / 2e-5
late = follow(f_slope, 1.0, 1e12)
gap = [late.sol(np.log(t))[0] / np.sqrt(t) - fixed for t in (1e10, 1e12)]
measured_power = -np.log(gap[1] / gap[0]) / np.log(100)
assert abs(measured_power - (0.5 - slope)) < 0.005


# Several fixed points: a path from the contact plane can break the law.
def f_fan(s):
    return 2 * s * np.exp(-s**2)


back = solve_ivp(lambda s, y: np.exp(s / 2) * f_fan(y * np.exp(-s / 2)),
                 (0.0, np.log(1e-6)), [0.5], rtol=1e-10, atol=1e-13)
assert back.success and abs(back.y[0, -1]) < 1e-6
fan_v, fan_naive = f_fan(0.5), 0.5 / 2
assert fan_v > 2 * fan_naive

# ---------- size of neglected effects, from rough inputs ----------
rise = 10.0
_, _, f_rise = similarity(rise)
shift_rise = fixed_point(f_rise) * np.sqrt(t_end)
z_rise = follow(f_rise, 100.0, t_end).y[0, -1]
v_rise = float(f_rise(z_rise / np.sqrt(t_end))) / np.sqrt(t_end)
ratio_rise = z_rise / (2 * t_end * v_rise)
shift_three = fixed_point(lambda s: f_main(s) / 3) * np.sqrt(t_end)
volume_ratio = 1.2
N_K = np.interp(lam_K, lam, N_sim)
volume_factor = volume_ratio / (1 + (volume_ratio - 1) * N_K)**2
pore_fraction = 0.01
D_K = (1 - N_K) * D_B + N_K * D_A
pore_thickness = pore_fraction * 2 * np.sqrt(D_K * t_end)
temperature, barrier, heating = 1050.0, 1.9, 10.0 / 60
b_over_k = barrier * constants.e / constants.k
heat_time = quad(lambda T: np.exp(-b_over_k * (1 / T - 1 / temperature))
                 / heating, 300.0, temperature)[0]
D_change = np.exp(b_over_k * (1 / temperature
                              - 1 / (temperature + 5))) - 1
end_change = max(abs(N_field[-1][0]), abs(N_field[-1][-1] - N_right))

# ---------- printed results ----------
print(f"D_A (copper) = {D_A} um2/s, D_B (zinc) = {D_B} um2/s")
print(f"zinc fraction: left 0, right {N_right}; time = {t_end:.0f} s")
print(f"contact marker lam_K = {lam_K:.5f} um/s^0.5")
print(f"contact marker, similarity: z = {lam_K*np.sqrt(t_end):.2f} um")
print("Markers: z0, z, u in um; rates in nm/s")
print("   z0       z      u   true v   z/(2t)   u/(2t)  dz/dz0")
for i in range(count):
    J = "   --" if i == i_contact else f"{stretch[i]:.3f}"
    print(f"{z0[i]:6.0f} {z[i]:8.2f} {u[i]:6.2f} {1e3*v[i]:8.4f}"
          f" {1e3*z[i]/(2*t_end):8.4f} {1e3*u[i]/(2*t_end):8.4f}  {J}")
print(f"largest error of corrected 2tv: {relation_error.max():.4f} um")
print("D_B - D_A inferred from one marker, um2/s:")
for i in (i_minus, i_plus):
    g = marker_gradient[-1, i]
    fixed_rate = (z[i] - z0[i] * stretch[i]) / (2 * t_end)
    print(f" z0 = {z0[i]:.0f} um: gradient = {1e3*g:.4f} per mm")
    print(f"  by z/(2t): {z[i]/(2*t_end)/g:.3f}")
    print(f"  by u/(2t): {u[i]/(2*t_end)/g:.3f}")
    print(f"  by corrected relation: {fixed_rate/g:.3f}")
print(f"z0=100 um: z/(2t) over true v = "
      f"{z[i_plus]/(2*t_end*v[i_plus]):.2f}")
year = constants.year
print(f"10% error reached, z0=50 um: {wait[50.0]/year:.2f} years")
print(f"10% error reached, z0=100 um: {wait[100.0]/year:.2f} years")
print(f"zinc beyond z0=100 marker: change {amount_change:.3f} um")
print(f" time-integrated zinc flux: {crossed:.3f} um")
print(f"decay power: measured {measured_power:.4f},"
      f" predicted {0.5-slope:.4f}")
print(f"fan path (scaled units): v = {fan_v:.3f},"
      f" z/(2t) = {fan_naive:.3f}")
print("Neglected effects (rough inputs):")
print(f" D rises {rise:.0f}-fold: contact shift {shift_rise:.2f} um")
print(f"  z0=100 um: z/(2t) over true v = {ratio_rise:.2f}")
print(f" planes shared in 3 directions: shift {shift_three:.2f} um")
print(f" partial volume ratio {volume_ratio}: v times {volume_factor:.3f}")
print(f" pores {100*pore_fraction:.0f}%: thickness {pore_thickness:.2f} um")
print(f" T = {temperature:.0f} K, barrier = {barrier} eV,"
      f" heating {60*heating:.0f} K/min")
print(f" heat-up counts as {heat_time:.0f} s,"
      f" {100*heat_time/t_end:.2f}% of t")
print(f" 5 K hotter: D +{100*D_change:.1f}%,"
      f" shift +{100*(np.sqrt(1+D_change)-1):.1f}%")
print(f" couple half-thickness {half_length:.0f} um:"
      f" end change {end_change:.1e}")
print("success")
```

Output:

```
D_A (copper) = 0.2 um2/s, D_B (zinc) = 0.5 um2/s
zinc fraction: left 0, right 0.3; time = 100000 s
contact marker lam_K = 0.07538 um/s^0.5
contact marker, similarity: z = 23.84 um
Markers: z0, z, u in um; rates in nm/s
   z0       z      u   true v   z/(2t)   u/(2t)  dz/dz0
  -400  -397.38   2.62   0.0486  -1.9869   0.0131  1.018
  -200  -191.09   8.91   0.0936  -0.9554   0.0446  1.049
  -100   -85.00  15.00   0.1118  -0.4250   0.0750  1.074
   -50   -30.96  19.04   0.1173  -0.1548   0.0952  1.088
   -10    12.81  22.81   0.1191   0.0641   0.1141  1.101
     0    23.82  23.82   0.1192   0.1191   0.1191     --
    10    32.90  22.90   0.1191   0.1645   0.1145  0.907
    50    69.37  19.37   0.1178   0.3468   0.0968  0.916
   100   115.45  15.45   0.1137   0.5772   0.0772  0.927
   200   209.25   9.25   0.0977   1.0462   0.0462  0.949
   400   402.51   2.51   0.0503   2.0126   0.0126  0.981
  1200  1200.00   0.00   0.0000   6.0000   0.0000  1.000
largest error of corrected 2tv: 0.0170 um
D_B - D_A inferred from one marker, um2/s:
 z0 = -100 um: gradient = 0.3728 per mm
  by z/(2t): -1.140
  by u/(2t): 0.201
  by corrected relation: 0.300
 z0 = 100 um: gradient = 0.3789 per mm
  by z/(2t): 1.524
  by u/(2t): 0.204
  by corrected relation: 0.300
z0=100 um: z/(2t) over true v = 5.08
10% error reached, z0=50 um: 1.14 years
10% error reached, z0=100 um: 4.58 years
zinc beyond z0=100 marker: change -25.745 um
 time-integrated zinc flux: -25.745 um
decay power: measured 0.2540, predicted 0.2540
fan path (scaled units): v = 0.779, z/(2t) = 0.250
Neglected effects (rough inputs):
 D rises 10-fold: contact shift 25.79 um
  z0=100 um: z/(2t) over true v = 4.77
 planes shared in 3 directions: shift 7.93 um
 partial volume ratio 1.2: v times 1.128
 pores 1%: thickness 4.26 um
 T = 1050 K, barrier = 1.9 eV, heating 10 K/min
 heat-up counts as 275 s, 0.27% of t
 5 K hotter: D +10.5%, shift +5.1%
 couple half-thickness 1600 um: end change 1.2e-07
success
```
